# Choosing Step, Duration and Deflation in Imaginary-Time Propagation for Hydrogen

A hydrogen ground state is computed by propagation in imaginary time $\tau$. Between $\tau=20$ and $\tau=24$ atomic units, the amplitude of the 2s state left in the wavefunction falls by a factor 4.48. Over the same interval, the error of the energy falls by a factor 20.1, which is close to $4.48^2$. A program that stops when the energy has settled is therefore watching the quantity that settles faster. What the stopping threshold means, and how it should be set together with the time step and the number of states, follows from the spectrum of the Hamiltonian.

## What is propagated

Atomic units are used: energies in hartree, lengths in bohr. The nucleus is a fixed point charge with $Z=1$, relativity is left out, and only s states are treated. For such a state with radial function $R(r)$, set $u=rR$. Since $\nabla^2R=(1/r)\,d^2(rR)/dr^2$, the Hamiltonian acting on $u$ is

$$H=-\frac12\frac{d^2}{dr^2}-\frac1r,\qquad u(0)=0,\qquad \int_0^\infty u^2\,dr=1 .$$

Its bound levels are $E_n=-1/(2n^2)$; they reappear below as the limit of the grid levels. Replacing $t$ by $-i\tau$ in the Schrödinger equation gives

$$\frac{du}{d\tau}=-Hu .$$

Expand $u=\sum_k c_k\phi_k$ in normalised eigenfunctions, with an integral over the continuum understood. Each coefficient obeys $dc_k/d\tau=-E_kc_k$. If $c_1\neq0$, the ratios $a_k=c_k/c_1$ are

$$a_k(\tau)=a_k(0)\,e^{-g_k\tau},\qquad g_k=E_k-E_1 .$$

Rescaling $u$ multiplies all $c_k$ by the same number and leaves $a_k$ unchanged. For 2s, $g_2=-\frac18+\frac12=\frac38$, so its relative amplitude decays as $e^{-3\tau/8}$ from the start of the run.

## Why the energy converges twice as fast

The energy the program reports is the Rayleigh quotient. Dividing its numerator and denominator by $c_1^2$ and subtracting $E_1$ gives

$$\delta E=\frac{E_1+\sum_{k>1}E_ka_k^2}{1+\sum_{k>1}a_k^2}-E_1=\frac{N}{1+S},\qquad N=\sum_{k>1}g_ka_k^2,\quad S=\sum_{k>1}a_k^2 .$$

Terms linear in $a_k$ are absent because the eigenfunctions are orthogonal. At late times the smallest gap dominates, and

$$\delta E\simeq\tfrac38\,a_2(0)^2\,e^{-3\tau/4}.$$

The early behaviour is different. Since $dS/d\tau=-2N$, the local decay rate is

$$-\frac{d\ln\delta E}{d\tau}=B-\frac{2N}{1+S}=B-2\,\delta E,\qquad B=-\frac{d\ln N}{d\tau}=\frac{2\sum g_k^2a_k^2}{\sum g_ka_k^2}.$$

Here $B$ is twice the average of $g_k$ with weights $g_ka_k^2$. Differentiating those weights gives $dB/d\tau=-4\,\mathrm{Var}(g)\le0$, so $B$ falls towards $3/4$ from above. The term $-2\,\delta E$, which comes from normalisation, slows the decay while the contamination is large.

## A run to read

Take the start $u=re^{-r/2}$. With $\phi_1=2re^{-r}$ and $\phi_2=\frac1{\sqrt2}r(1-\frac r2)e^{-r/2}$, the overlaps are

$$\int_0^\infty2r^2e^{-3r/2}dr=\frac{32}{27},\qquad \frac1{\sqrt2}\int_0^\infty\Big(r^2-\frac{r^3}2\Big)e^{-r}dr=\frac{2-3}{\sqrt2}=-\frac1{\sqrt2}.$$

Hence $a_2(0)=-27\sqrt2/64=-0.5966$. The run uses a uniform grid with spacing $h=0.05$, a wall at $r=80$ and the Crank–Nicolson step described below, with length $\Delta=0.1$. The ratio $a_2$ is measured with eigenvectors from direct diagonalisation of the grid matrix. The excess $\delta E$ is relative to the 1s level of the same grid. Each rate is an average over the preceding four units of time.

| $\tau$ | $a_2$ | $\delta E$ (hartree) | rate of $\delta E$ | rate of $N$ |
|---|---|---|---|---|
| 0 | $-0.596$ | $1.25\times10^{-1}$ | | |
| 4 | $-0.133$ | $7.02\times10^{-3}$ | 0.7194 | 0.8029 |
| 8 | $-2.97\times10^{-2}$ | $3.42\times10^{-4}$ | 0.7555 | 0.7599 |
| 16 | $-1.48\times10^{-3}$ | $8.31\times10^{-7}$ | 0.7516 | 0.7516 |
| 20 | $-3.31\times10^{-4}$ | $4.12\times10^{-8}$ | 0.7506 | 0.7506 |
| 24 | $-7.39\times10^{-5}$ | $2.05\times10^{-9}$ | 0.7501 | 0.7501 |

The first rate of $\delta E$ lies below $3/4$ because of normalisation. The next lies above it because states higher than 2s still contribute: with 2s alone, $B=3/4$ and normalisation could only lower the rate. Over the first interval, the averaged rates of $N$ and $\delta E$ differ by $\frac14\ln[(1+S_0)/(1+S_4)]$, the subscripts giving $\tau$. The start has squared norm 2, so $1+S_0=2/(32/27)^2=1.424$. Keeping only 2s at $\tau=4$ gives $1+S_4\approx1+0.133^2=1.018$. The difference is then $\frac14\ln(1.424/1.018)=0.084$, as in the table.

## Setting the stopping threshold

Suppose the energy is inspected at intervals $s$ and last changed by $D$. If one exponential of rate $2g$ dominates, the excess before the interval was $e^{2gs}$ times the present one. Therefore $D=\delta E\,(e^{2gs}-1)$, and the error that remains is

$$\delta E=\frac{D}{e^{2gs}-1}\approx\frac{D}{2gs}\quad(2gs\ll1).$$

With an inspection after every step of 0.1, $2gs=0.075$, and the remaining error is about 13 times the last change. A threshold on the change per step must be tightened by that factor, and by more if the step is shortened.

In a new system the gap is unknown, but once one exponential dominates, three equally spaced energies supply the gap that governs the decay. The ratio of successive changes is $x=e^{2gs}$. From $\tau=16$, 20 and 24, the changes are $7.893\times10^{-7}$ and $3.919\times10^{-8}$ hartree, so $x=20.14$. The estimated remaining error is $3.919\times10^{-8}/19.14=2.05\times10^{-9}$ hartree, in agreement with the table. The estimate misleads if a slowly decaying state is present with so small an amplitude that it does not yet dominate.

The wavefunction needs its own criterion. When 2s dominates the error, $|a_2|\approx\sqrt{\delta E/g_2}$. At $\tau=24$ this is $\sqrt{2.05\times10^{-9}/0.375}=7.4\times10^{-5}$. Properties that respond linearly to an admixture of 2s inherit an error of that order. To gain a factor 10 in amplitude, the energy threshold must be lowered by 100.

The rate also depends on what the start contains. When 2s is removed from the same start, the slowest remaining gap is $\frac12-\frac1{18}=\frac49$, and the limiting energy rate is $8/9=0.889$. The run gives 0.905 between $\tau=16$ and 20; the gaps above 3s are larger and still contribute.

## Grid spacing: the error that propagation cannot remove

Let $r_j=jh$ and use the three-point second derivative. Multiplying the eigenvalue equation by $-2h^2$ gives

$$u_{j+1}-2u_j+u_{j-1}+\frac{2h}{j}u_j=-2h^2E\,u_j .$$

Try $u_j=p(j)q^j$, with $p$ a polynomial and $0<q<1$. Far out, the Coulomb term is negligible and $p$ varies slowly, which requires $q+q^{-1}-2=-2h^2E$. Subtract this relation times $u_j$, then multiply by $j/q^j$:

$$j\big\{q[p(j+1)-p(j)]+q^{-1}[p(j-1)-p(j)]\big\}+2h\,p(j)=0 .$$

Acting on $j^k$, the left side gives $[2h-k(q^{-1}-q)]j^k$ plus lower powers. For a polynomial of degree $n$ the leading coefficient must vanish, so

$$q^{-1}-q=\frac{2h}{n}.$$

For $k<n$ the bracket is then $2h(1-k/n)\ne0$, so the lower coefficients can be found one after another. At $j=0$ the equation reduces to $2h\,p(0)=0$, which is the required boundary condition. With $q=e^{-\kappa}$, the condition reads $\sinh\kappa=h/n$, and the energy is $E=(1-\cosh\kappa)/h^2$:

$$E_n(h)=\frac{1-\sqrt{1+h^2/n^2}}{h^2}=-\frac{1}{n^2\big(1+\sqrt{1+h^2/n^2}\big)}=-\frac1{2n^2}+\frac{h^2}{8n^4}-\frac{h^4}{16n^6}+\dots$$

The wall has been ignored. At $r=80$ the factor $q^j$ is about $e^{-80/n}$, negligible for the three states treated here. Higher states reach further out and need a more distant wall.

For 1s and $h=0.05$ the grid error is $h^2/8=3.1\times10^{-4}$ hartree. The propagation error has the same size at $\tau=8$. Both errors raise the energy, so going further can only about halve the total error unless the grid error is also reduced. Two grids do that: $[4E(h)-E(2h)]/3$ cancels the $h^2$ term. For 1s,

$$\frac{4(-0.49968789)+0.49875621}{3}=-0.49999845 .$$

The deviation from $-\frac12$ is now $1.6\times10^{-6}$, which is the $h^4/4$ left by the next term of the series.

## Time step

The explicit Euler step $u\to(1-\Delta H)u$ multiplies each eigenstate by $1-\Delta E$. The kinetic energy of a grid wave with wavenumber $k$ is $(1-\cos kh)/h^2$, at most $2/h^2$. This top state must not outgrow 1s, whose factor is $1+\Delta/2$. The condition $2\Delta/h^2-1<1+\Delta/2$ gives $\Delta\lesssim h^2=0.0025$. After 2000 steps of 0.00225 the energy is $-0.495$ hartree and still falling towards the 1s level; with steps of 0.00275 it is $+799.5$ hartree, near $2/h^2=800$.

The Crank–Nicolson step solves $(1+\frac\Delta2H)u_{\rm new}=(1-\frac\Delta2H)u$. Writing the right-hand operator as $2-(1+\frac\Delta2H)$ gives

$$u_{\rm new}=2\Big(1+\frac\Delta2H\Big)^{-1}u-u,\qquad G(E)=\frac{1-E\Delta/2}{1+E\Delta/2}.$$

One tridiagonal system is solved per step. The operator has the same eigenvectors as the grid $H$, so the converged energy carries no time-step error. For $\Delta<2/|E_1|\approx4$, $G$ decreases with $E$ throughout the spectrum. The 1s factor exceeds 1, and positive energies have $|G|<1$, so 1s wins.

The step does alter the rate of approach. Since $\ln[(1-x)/(1+x)]=-2\,\mathrm{artanh}\,x$, the 2s ratio decays at

$$\gamma=\frac1\Delta\ln\frac{G(E_1)}{G(E_2)}=\frac2\Delta\Big[\mathrm{artanh}\frac{E_2\Delta}2-\mathrm{artanh}\frac{E_1\Delta}2\Big]=E_2-E_1+\frac{\Delta^2}{12}(E_2^3-E_1^3)+\dots$$

For $\Delta=0.1$ the grid gap is 0.37471 and the step adds 0.00010. The sum, 0.37481, is the amplitude rate measured over the run; its small distance from $3/8$ is thus accounted for. For the same reason the energy rates in the table tend at later times to $2\times0.37481=0.7496$, slightly below $3/4$. With $\Delta=1$ the rate is 0.3853 and the converged energy is unchanged to the nine decimals printed. Here the longer step needs about a tenth as many steps and costs no accuracy in the final state.

This advice depends on the zero of energy. At very high energy $G\to-1$, so those components shrink only because the wanted state grows. With zero at the ionisation threshold, their amplitude relative to 1s falls at a rate of at least $\frac12$, faster than 2s. If a program subtracts the current energy from $H$, then $G(E_1)\approx1$ and this help is lost. For $\Delta=1$ and $E=800$, $|G|=399/401=0.995$, a relative decay rate of only 0.005. Rough components of the start would then persist, and a shorter step or a smoother start is needed.

For a one-electron ion of charge $Z$, put $\rho=Zr$. Then $H=Z^2(-\frac12d^2/d\rho^2-1/\rho)$. All gaps grow by $Z^2$, the bound on $\Delta$ below which $G$ decreases throughout the spectrum becomes about $4/Z^2$, and the same relative grid error requires spacing $h/Z$.

## Excited states by deflation

To obtain 2s, remove the stored 1s state after every step:

$$u\to u-\phi_1\langle\phi_1|u\rangle .$$

The slowest contaminant is now 3s, with gap $\frac18-\frac1{18}=\frac5{72}=0.0694$. The energy error decays at $5/36=0.1389$. Between $\tau=100$ and 120 the run gives 0.0694 and 0.1390. Convergence is 5.4 times slower than for 1s, so the remaining error is about 70 times the last change per step of 0.1, instead of 13. For 3s the next gap is $\frac1{18}-\frac1{32}=\frac7{288}$, and the factor is about 200. For large $n$ the gap approaches $1/n^3$, so the duration needed grows as $n^3$.

Projecting once, at the start, would suffice in exact arithmetic. In double precision a 1s amplitude of order $10^{-16}$ remains or is regenerated, and it grows relative to 2s as $e^{3\tau/8}$. Growth from $10^{-16}$ alone would reach order one near $\tau=\ln(10^{16})/0.375\approx98$; rounding errors added during the steps can make this happen noticeably earlier. A run projected once has energy $-0.12497$ hartree at $\tau=40$, apparently a converged 2s state, but $-0.49969$ at $\tau=150$: it has fallen back to 1s. With projection at every step the energy at $\tau=150$ is $-0.12498$, the 2s level of this grid.

The stored state must itself be good. Let it contain a small 2s admixture, and neglect higher states:

$$\tilde\phi_1=\frac{\phi_1+\varepsilon\phi_2}{\sqrt{1+\varepsilon^2}},\qquad \tilde\phi_2=\frac{\phi_2-\varepsilon\phi_1}{\sqrt{1+\varepsilon^2}} .$$

The second function is the combination orthogonal to the first, and deflation converges to it. Its energy is

$$\tilde E_2=\frac{E_2+\varepsilon^2E_1}{1+\varepsilon^2}=E_2-\frac{(E_2-E_1)\,\varepsilon^2}{1+\varepsilon^2}.$$

In this two-state picture the excited level comes out too low, by as much as the stored ground level is too high. Admixtures of states above 2s raise the stored energy further but change the 2s shift only at higher order. Stopping 1s at $\tau=10$ leaves $\varepsilon=-0.01405$. The predicted shift is $-0.3747\times0.01405^2=-7.4\times10^{-5}$ hartree, and the full grid calculation gives the same value to these digits. A longer 2s run does not repair this error. The energy error remaining in each lower state, estimated as above rather than read directly from the last change per step, should therefore be well below the error allowed in the states above it, and a deflated energy should not be taken as an upper bound.

With durations of 100, 200 and 400 for 1s, 2s and 3s, and extrapolation from $h=0.1$ and $0.05$, the energies are $-0.499998$, $-0.125000$ and $-0.055556$ hartree. The limits are $-\frac12$, $-\frac18$ and $-\frac1{18}$.

These rates assume a Hamiltonian that stays fixed during the run. In a mean-field calculation the potential changes with the orbitals, and the orbital gaps alone need not give the rate. The three-energy estimate can still be tried there once successive changes shrink by a steady factor. A steady factor is no guarantee, however: a weak component that decays very slowly hardly affects the changes, yet it can hold most of the remaining error.
